# Density fluctuations and run length for 64 water molecules: a program that tests the result

```python
"""
Result under test: a liquid cell at constant pressure has relative volume spread
    s = sqrt(kT * kappa / V),
and its mean density reaches relative standard error eps after a run of length
    t_run = 2 * tau * (s / eps)**2      (t_run much longer than tau).
kT: thermal energy, kappa: isothermal compressibility, V: cell volume,
tau: integrated correlation time of the volume.
Units: angstrom^3, GPa, ps; 1 GPa angstrom^3 = 1e-21 J.
The test liquid has constant bulk modulus K = 1/kappa.
"""
import numpy as np
from scipy import constants

# Inputs: rough values for ambient water, and chosen parameters
temperature = 300.0          # K, chosen
density = 1.0                # g/cm^3, rough
molar_mass = 18.0            # g/mol, rough
kappa = 0.45                 # 1/GPa, rough
n_molecules = 64
eps = 0.005                  # target relative standard error
kT = constants.k * temperature / 1e-21      # GPa angstrom^3


def cell_volume(n):
    return n * molar_mass / (constants.N_A * density) * 1e24


def relative_spread(volume):
    return np.sqrt(kT * kappa / volume)


def ensemble(volume0, extra_pressure=0.0):
    """Volumes and normalized weights from the constant-pressure distribution."""
    v = volume0 * np.linspace(0.7, 1.4, 8001)
    free_energy = (v * np.log(v / volume0) - v + volume0) / kappa
    exponent = -(free_energy + extra_pressure * v) / kT
    w = np.exp(exponent - exponent.max())
    return v, w / w.sum()


def mean_and_std(values, weights):
    mean = np.sum(weights * values)
    return mean, np.sqrt(np.sum(weights * (values - mean) ** 2))


V0 = cell_volume(n_molecules)
s = relative_spread(V0)

# Variance by quadrature against the pressure derivative of the mean volume
v, w = ensemble(V0)
mean_v, std_v = mean_and_std(v, w)
dp = 1e-3
mean_plus = mean_and_std(*ensemble(V0, dp))[0]
mean_minus = mean_and_std(*ensemble(V0, -dp))[0]
variance_from_response = -kT * (mean_plus - mean_minus) / (2 * dp)
assert abs(std_v**2 / variance_from_response - 1) < 1e-4
# The closed estimate neglects relative corrections of order s^2
assert abs(std_v**2 / (kT * V0 * kappa) - 1) < 3e-3

# Density spread and the second-order shift of the mean density
mean_inv, std_inv = mean_and_std(1 / v, w)
density_spread = std_inv / mean_inv
density_shift = mean_inv * mean_v - 1
assert abs(density_spread / s - 1) < 0.01
assert abs(density_shift / s**2 - 1) < 0.02

# Size dependence: four times the molecules, half the spread
V_big = cell_volume(4 * n_molecules)
v_big, w_big = ensemble(V_big)
mean_big, std_big = mean_and_std(v_big, w_big)
spread_big = std_big / mean_big
assert abs(spread_big / (std_v / mean_v) - 0.5) < 0.002


def mean_variance_factor(t):
    """Variance of a time average over variance of V; t in units of tau."""
    return 2 / t * (1 - (1 - np.exp(-t)) / t)


# Time-average formula against a direct double sum over pairs of times
for t in (5.0, 20.0):
    times = (np.arange(1500) + 0.5) * t / 1500
    direct = np.exp(-np.abs(times[:, None] - times[None, :])).mean()
    assert abs(direct / mean_variance_factor(t) - 1) < 1e-3

n_independent = (s / eps) ** 2
run_in_tau = 2 * n_independent

# Independent stochastic volume trajectories, x = V/V0, time in units of tau
rng = np.random.default_rng(7)
n_runs, step, burn = 4000, 0.05, 200
n_steps = int(round(run_in_tau / step))
x = 1 + s * rng.standard_normal(n_runs)
sum_inv = np.zeros(n_runs)
sum_x = np.zeros(n_runs)
sum_x2 = np.zeros(n_runs)
quarter = n_steps // 4
for i in range(-burn, n_steps):
    noise = s * np.sqrt(2 * step) * rng.standard_normal(n_runs)
    x = x - step * np.log(x) + noise
    if i >= 0:
        sum_inv += 1 / x
        sum_x += x - 1
        sum_x2 += (x - 1) ** 2
        if i == quarter - 1:
            quarter_means = sum_inv / quarter
run_means = sum_inv / n_steps
true_density = mean_inv * V0
scatter = run_means.std() / true_density
scatter_quarter = quarter_means.std() / true_density
# Statistical error of a scatter from 4000 runs is about 1 percent
assert abs(scatter / eps - 1) < 0.05
expected_quarter = s * np.sqrt(mean_variance_factor(quarter * step))
assert abs(scatter_quarter / expected_quarter - 1) < 0.05

deviation = np.abs(run_means / true_density - 1)
within_one = np.mean(deviation < eps)
within_two = np.mean(deviation < 2 * eps)
assert abs(within_one - 0.683) < 0.035
assert abs(within_two - 0.954) < 0.02

# Precision of the measured variance, hence of the compressibility
run_variances = sum_x2 / n_steps - (sum_x / n_steps) ** 2
variance_error = run_variances.std() / s**2
variance_error_formula = np.sqrt(2 / run_in_tau)
assert abs(variance_error / variance_error_formula - 1) < 0.10

print(f"Temperature (chosen): {temperature:.0f} K")
print(f"Density (rough input): {density:.1f} g/cm^3")
print(f"Molar mass (rough input): {molar_mass:.0f} g/mol")
print(f"Compressibility (rough input): {kappa:.2f} 1/GPa")
print(f"Number of molecules: {n_molecules}")
print(f"Thermal energy kT: {kT:.3f} GPa angstrom^3")
print(f"Cell volume V: {V0:.0f} angstrom^3")
print(f"Cubic cell edge: {V0**(1/3):.2f} angstrom")
print(f"kT*kappa: {kT*kappa:.3f} angstrom^3")
print(f"Relative variance s^2: {s**2:.3e}")
print(f"Relative spread s, formula: {100*s:.2f} percent")
print(f"Volume spread s*V: {s*V0:.1f} angstrom^3")
print(f"Volume spread, quadrature: {std_v:.1f} angstrom^3")
print(f"Density spread, quadrature: {100*density_spread:.2f} percent")
print(f"<rho> above M/<V>, quadrature: {100*density_shift:.3f} percent")
print(f"Spread for {4*n_molecules} molecules, quadrature: "
      f"{100*spread_big:.2f} percent")
print(f"Target standard error eps: {100*eps:.1f} percent")
print(f"Independent samples (s/eps)^2: {n_independent:.1f}")
print(f"Run length: {run_in_tau:.1f} tau")
for tau in (1.0, 5.0):
    print(f"Run length for chosen tau = {tau:.0f} ps: {run_in_tau*tau:.0f} ps")
    print(f"  same, two standard errors = eps: {4*run_in_tau*tau:.0f} ps")
print(f"Simulated runs: {n_runs}")
print(f"Scatter of mean density, full run: {100*scatter:.3f} percent")
print(f"Scatter of mean density, quarter run: {100*scatter_quarter:.3f} percent")
print(f"Formula for quarter run: {100*expected_quarter:.3f} percent")
print(f"Runs within eps of true density: {100*within_one:.1f} percent")
print(f"Runs within 2 eps of true density: {100*within_two:.1f} percent")
print(f"Error of variance, formula: {100*variance_error_formula:.1f} percent")
print(f"Error of variance, simulated: {100*variance_error:.1f} percent")
print("OK")
```

Output:

```
Temperature (chosen): 300 K
Density (rough input): 1.0 g/cm^3
Molar mass (rough input): 18 g/mol
Compressibility (rough input): 0.45 1/GPa
Number of molecules: 64
Thermal energy kT: 4.142 GPa angstrom^3
Cell volume V: 1913 angstrom^3
Cubic cell edge: 12.41 angstrom
kT*kappa: 1.864 angstrom^3
Relative variance s^2: 9.744e-04
Relative spread s, formula: 3.12 percent
Volume spread s*V: 59.7 angstrom^3
Volume spread, quadrature: 59.7 angstrom^3
Density spread, quadrature: 3.13 percent
<rho> above M/<V>, quadrature: 0.098 percent
Spread for 256 molecules, quadrature: 1.56 percent
Target standard error eps: 0.5 percent
Independent samples (s/eps)^2: 39.0
Run length: 77.9 tau
Run length for chosen tau = 1 ps: 78 ps
  same, two standard errors = eps: 312 ps
Run length for chosen tau = 5 ps: 390 ps
  same, two standard errors = eps: 1559 ps
Simulated runs: 4000
Scatter of mean density, full run: 0.502 percent
Scatter of mean density, quarter run: 0.969 percent
Formula for quarter run: 0.975 percent
Runs within eps of true density: 68.2 percent
Runs within 2 eps of true density: 95.1 percent
Error of variance, formula: 16.0 percent
Error of variance, simulated: 16.0 percent
OK
```
